# The thermodynamic factor of oxygen in reduced ceria

## Problem

Ceria, CeO$_{2-\delta}$, loses oxygen when the surrounding oxygen pressure is lowered. Suppose that each missing oxygen leaves a doubly charged vacancy, that the charge is balanced by electron polarons (electrons localized on cerium ions), and that both defects are dilute and do not interact. The composition then obeys the law $\delta\propto p^{-1/6}$ at fixed temperature, where $p$ is the pressure of O$_2$.

Derive this law and use it to calculate the thermodynamic factor of oxygen,

$$
\Gamma_{\rm O}=\left(\frac{\partial\ln a_{\rm O}}{\partial\ln c_{\rm O}}\right)_T ,
$$

at $\delta=0.01$. Here $a_{\rm O}$ is the activity of atomic oxygen and $c_{\rm O}=2-\delta$ is the number of oxygen ions per cerium.

## Hints

1. Write the reaction that removes one oxygen ion and releases half an O$_2$ molecule. How many charged defects does it create?
2. Express both defect contents through $\delta$ before using the law of mass action.
3. The activity refers to atoms, while $p$ refers to molecules. What power of $p$ is $a_{\rm O}$?
4. The denominator of $\Gamma_{\rm O}$ contains $\ln(2-\delta)$, not $\ln\delta$. Compare the relative change of the vacancy content with that of the oxygen content when one more ion is removed.

## Full solution

### The pressure law

A neutral oxygen atom leaves the crystal, although the lattice held it as O$^{2-}$. Its two extra electrons stay behind and turn two Ce$^{4+}$ ions into Ce$^{3+}$. In Kröger–Vink notation, where a dot is one positive and a prime one negative charge relative to the perfect lattice,

$$
{\rm O_O^{\times}}+2\,{\rm Ce_{Ce}^{\times}}\;\rightleftharpoons\;{\rm V_O^{\bullet\bullet}}+2\,{\rm Ce_{Ce}'}+\tfrac12{\rm O_2}.
$$

Let $v$ and $n$ be the numbers of vacancies and polarons per cerium. In the dilute limit the fractions of normal oxygen and cerium ions are nearly constant and can be absorbed in the equilibrium constant. Ideal mass action gives

$$
K(T)=v\,n^2\,p^{1/2}.
$$

Each missing oxygen is one vacancy, so $v=\delta$. Charge neutrality requires $n=2v=2\delta$. Therefore

$$
K=\delta(2\delta)^2p^{1/2}=4\delta^3p^{1/2},
\qquad
\delta=\left(\frac K4\right)^{1/3}p^{-1/6}.
$$

The magnitude of the exponent is the $\tfrac12$ of the gas molecule divided by the three defects created; the sign is negative because a lower pressure favours vacancies.

### From pressure to activity

At equilibrium the chemical potential of an oxygen atom in the crystal is half that of an O$_2$ molecule in the gas. For an ideal gas this means $a_{\rm O}\propto p^{1/2}$. Taking the logarithm of the pressure law at fixed $T$ and differentiating,

$$
d\ln p=-6\,d\ln\delta,
\qquad
d\ln a_{\rm O}=\tfrac12\,d\ln p=-3\,d\ln\delta=-\frac{3\,d\delta}{\delta}.
$$

### From vacancies to oxygen

The oxygen content changes by

$$
d\ln c_{\rm O}=d\ln(2-\delta)=-\frac{d\delta}{2-\delta}.
$$

Both differentials are negative when oxygen is removed, so their quotient is positive:

$$
\boxed{\;\Gamma_{\rm O}=\frac{-3\,d\delta/\delta}{-d\delta/(2-\delta)}=\frac{3(2-\delta)}{\delta}\;}
$$

At $\delta=0.01$,

$$
\Gamma_{\rm O}=3\times\frac{1.990}{0.010}=3\times199=597 .
$$

The number $-3$ found on the way is $d\ln a_{\rm O}/d\ln\delta$. It is a factor referred to vacancies and does not answer the question about oxygen. If the activity of O$_2$ were used instead of that of atomic oxygen, the result would double to 1194.

Solving the mass-action equation numerically at two neighbouring pressures and taking differences gives an exponent of $-0.166667$ and $\Gamma_{\rm O}=597.00$, in agreement with the derivation.

### What the number means

At fixed $\delta$, neither $T$ nor $p$ appears in the result: they only determine which $\delta$ is reached, $T$ through $K$ and $p$ directly. For an example, take 1273 K and a chosen pressure of $10^{-11}$ bar at $\delta=0.01$. Then

$$
K=4(0.01)^3\sqrt{10^{-11}\ {\rm bar}}=1.265\times10^{-11}\ {\rm bar}^{1/2}.
$$

Now raise $\delta$ from 0.010 to 0.011 at the same temperature. The pressure must fall by the factor $(1.1)^{-6}=0.5645$, to $5.645\times10^{-12}$ bar. The two logarithmic changes are

$$
\Delta\ln a_{\rm O}=-3\ln1.1=-0.28593,
$$

$$
\Delta\ln c_{\rm O}=\ln\frac{1.989}{1.990}=-5.0264\times10^{-4}.
$$

A pressure drop of 44% thus removes 0.05% of the oxygen. The ratio of the two changes is 568.9. It lies between the local values 597 at the start and 542.5 at the end, because $\Gamma_{\rm O}$ falls as $\delta$ grows.

The large factor does not by itself imply fast equilibration. Suppose that polarons are so mobile that the electrons remain in equilibrium across the sample. The gradient of $\mu_{\rm O}$ then drives the oxygen ions. With $D_{\rm O}$ defined through their mobility, the flux in the cerium frame is

$$
J=-\frac{D_{\rm O}c_{\rm O}}{k_BT}\nabla\mu_{\rm O}
=-D_{\rm O}\Gamma_{\rm O}\nabla c_{\rm O},
$$

since $d\mu_{\rm O}=k_BT\,\Gamma_{\rm O}\,d\ln c_{\rm O}$. Oxygen moves by exchanging places with vacancies of diffusivity $D_V$, so $D_{\rm O}c_{\rm O}=D_V\delta$. The chemical diffusivity is therefore

$$
D_{\rm O}\Gamma_{\rm O}=D_V\,\frac{\delta}{2-\delta}\,\frac{3(2-\delta)}{\delta}=3D_V .
$$

The ratio 199 cancels against the small ratio of vacant to occupied oxygen sites, and the factor 3 remains. This is the limit of fast polarons. For a finite polaron diffusivity $D_e$ the ideal model gives $3D_VD_e/(D_e+2D_V)$, which is $2.5D_V$ when $D_e=10D_V$.

### How dilute is dilute? Counting the arrangements

Mass action with constant site fractions ignores the fact that two defects of one kind cannot share a site. To include this, take a crystal with $N$ cerium sites, $2N$ oxygen sites, $M$ vacancies and $2M$ polarons. If all placements have equal energy, their number is

$$
W(M)=\binom{2N}{M}\binom{N}{2M}.
$$

Let $g$ be the free energy needed to create one set of defects, apart from this configurational part. The crystal's free energy is $G=Mg-k_BT\ln W$. Moving one oxygen atom to the gas costs nothing at equilibrium, so $G(M+1)-G(M)+\mu_{\rm O}=0$, or

$$
\frac{\mu_{\rm O}}{k_BT}=-\frac{g}{k_BT}+\ln\frac{W(M+1)}{W(M)} .
$$

For a large crystal with $M=N\delta$, the ratio of binomials becomes

$$
\ln\frac{W(M+1)}{W(M)}\simeq\ln\frac{2-\delta}{\delta}+2\ln\frac{1-2\delta}{2\delta}.
$$

Differentiating with respect to $\ln\delta$ gives

$$
-\frac{d\ln a_{\rm O}}{d\ln\delta}
=1+\frac{\delta}{2-\delta}+2\left(1+\frac{2\delta}{1-2\delta}\right)
=\frac{2}{2-\delta}+\frac{2}{1-2\delta}.
$$

This tends to 3 as $\delta\to0$, which confirms the factor without assuming mass action. At $\delta=10^{-4}$ the formula gives 3.00045, and a direct count for $N=10^9$ gives 3.00043; the difference is a finite-size shift of order $1/M$. At $\delta=0.01$ the factor is 3.0458 and $\Gamma_{\rm O}=606.1$, an increase of 1.5% over the ideal value. Site exclusion is thus a small correction here.

### Charges that attract

Vacancies and polarons have opposite charges, and their attraction is a larger concern. The extended Debye–Hückel form allows a rough estimate. It assigns to a defect of charge number $z$ the activity coefficient

$$
\ln\gamma_z=-\frac{z^2\ell_B\kappa}{2(1+\kappa r)},
\qquad
\kappa^2=4\pi\ell_B\rho\,(4\delta+2\delta),
$$

where $\rho$ is the number of cerium ions per volume, $r$ the nearest vacancy–cerium distance, $\ell_B$ the separation at which two unit charges have interaction energy $k_BT$, and $1/\kappa$ the screening length. The terms $4\delta$ and $2\delta$ are $z^2$ times the contents of vacancies and polarons.

One vacancy and two polarons contribute $4+1+1=6$ to the sum of $z^2$. Hence

$$
\ln a_{\rm O}={\rm const}-3\ln\delta+\frac{3\ell_B\kappa}{1+\kappa r}.
$$

Since $\kappa\propto\delta^{1/2}$, we have $d\kappa/d\ln\delta=\kappa/2$, and

$$
-\frac{d\ln a_{\rm O}}{d\ln\delta}=3-\frac{3\ell_B\kappa}{2(1+\kappa r)^2}.
$$

With a rough lattice parameter of 0.541 nm and a rough relative permittivity of 25, the lengths at 1273 K are about $\ell_B=0.53$ nm, $1/\kappa=0.32$ nm and $r=0.23$ nm. The factor drops from 3 to about 2.2, and $\Gamma_{\rm O}$ to about 430, which is 27% below the ideal value. The screening length is well below the mean defect spacing of about 1.1 nm, so the picture of a smooth screening cloud is not justified. The number is also sensitive to the rough inputs: the same formula gives a factor of 2.5 if $r$ is taken as the cerium–cerium distance of 0.38 nm, and 2.0 or 2.4 for a permittivity of 20 or 35. The estimate shows that the interaction matters, but it is not a reliable correction.

### Comparison with real ceria

The chosen temperature and pressure are of the rough order at which ceria reaches a percent-level oxygen deficiency. In real ceria at such deficiencies, $\delta$ generally varies more steeply with pressure than $p^{-1/6}$. The neglected interaction between the defects is a plausible reason, though the present calculation does not prove it. The Coulomb estimate has the same direction: a factor $f$ in place of 3 gives a local exponent $-1/(2f)$, here about $-0.23$. The value 597 therefore belongs to the ideal model, and a correction of some tens of percent is plausible for the real material.

The way oxygen is counted also matters. Reduced ceria expands. If its linear strain is $\alpha\delta$ with a rough $\alpha=0.1$, the oxygen content per actual volume is proportional to $(2-\delta)/(1+\alpha\delta)^3$, and

$$
-\frac{d\ln c_{\rm vol}}{d\delta}=\frac{1}{2-\delta}+\frac{3\alpha}{1+\alpha\delta}.
$$

Dividing the ideal $3/\delta$ by this sum gives about 370 instead of 597. The thermodynamics is unchanged; the definition of concentration is different. The value 597 belongs with oxygen counted per cerium.

## Variation 1: one polaron bound to every vacancy

Suppose that each vacancy holds one polaron tightly, forming a singly charged pair, and that the pairs and the remaining polarons are ideal. What is $\Gamma_{\rm O}$ at $\delta=0.01$?

**Solution.** Removing one oxygen now creates two independent defects: one pair and one free polaron. Each has content $\delta$, so

$$
K_1=\delta\cdot\delta\,p^{1/2},\qquad \delta\propto p^{-1/4}.
$$

Then $d\ln a_{\rm O}=\tfrac12d\ln p=-2\,d\ln\delta$, and

$$
\Gamma_{\rm O}=\frac{2(2-\delta)}{\delta}=2\times199=398,
$$

one third below the original result. Removing an oxygen still leaves two electrons behind, but it now creates two independent defects instead of three, and the factor falls from 3 to 2.

## Variation 2: an acceptor impurity

Count all contents per cation site, and let the crystal contain $A=0.001$ acceptors per cation site, each with one fixed negative charge relative to the lattice and none bound to a vacancy. Keep the total oxygen deficiency at $\delta=0.01$. What is $\Gamma_{\rm O}$?

**Solution.** Neutrality is now $n+A=2\delta$, so $n=2\delta-A$ and

$$
K=\delta(2\delta-A)^2p^{1/2}.
$$

Taking half the logarithmic change of $p$ at fixed $A$,

$$
-\frac{d\ln a_{\rm O}}{d\ln\delta}=1+2\,\frac{2\delta}{2\delta-A}
=1+\frac{0.040}{0.019}=3.105 .
$$

Multiplication by 199 gives $\Gamma_{\rm O}=617.9$, which is 3.5% above the pure crystal. For $A\to0$ the factor returns to 3. For $\delta\to A/2$ it grows without bound in this model, which neglects electron holes (they keep it finite in a real crystal): nearly all vacancies then compensate acceptors, and a slight change of $\delta$ is a large relative change of the few polarons.

The main values used here are listed in the numerical output below.

## Numbers as computed

```
delta (missing O per Ce): 0.010
oxygen content per Ce: 1.990
polarons per Ce: 0.020
temperature: 1273 K
chosen O2 pressure: 1.0e-11 bar
mass-action constant K: 1.265e-11 bar^0.5
numerical exponent d ln delta/d ln p: -0.166667
ratio (2-delta)/delta: 199.0
Gamma, formula: 597.00
Gamma, numerical mass action: 597.00
Gamma if activity of O2 is used: 1194.0
counted vacancy factor at delta=1e-4: 3.00043
finite step, new delta: 0.011
finite step, pressure ratio: 0.5645
finite step, new pressure: 5.645e-12 bar
finite step, change of ln a_O: -0.28593
finite step, change of ln c_O: -5.0264e-04
finite step, chord ratio: 568.9
Gamma at new delta: 542.5
site exclusion: factor 3.0458 in place of 3
site exclusion: Gamma 606.1, change 1.5 %
rough lattice parameter: 0.541 nm
rough relative permittivity: 25
Bjerrum length: 0.525 nm
screening length: 0.316 nm
nearest vacancy-cerium distance: 0.234 nm
mean defect spacing: 1.097 nm
Coulomb estimate: factor 2.178 in place of 3
Coulomb estimate: Gamma 433, change -27 %
one polaron bound: exponent -0.2500
one polaron bound: Gamma 398.0, change -33.3 %
rough acceptor content per Ce: 0.0010
acceptors: factor 3.1053 in place of 3
acceptors: Gamma 617.9, change 3.5 %
rough linear expansion per unit delta: 0.10
oxygen per actual volume: Gamma 374, change -37 %
```
